**Exchange energy of a crystal from wedge orbitals and a full inner k sum**

The program tests $E_x=-N^{-2}\sum_{\mathbf k\in\text{wedge}}w_{\mathbf k}\sum_{\mathbf q}X(\mathbf k,\mathbf q)$, where $N$ is the number of mesh points, $w_{\mathbf k}$ the size of the star of $\mathbf k$, and $X(\mathbf k,\mathbf q)$ the band-summed exchange between two mesh points. For a polar hexagonal model metal it asserts that this sum, with inner orbitals generated by rotations, fractional translations and time reversal, equals a full double sum in which every mesh point is diagonalized independently. Both give −33.6088 eV per cell, while the number of point pairs falls from 4096 to 768. Further assertions cover the generated orbitals as eigenstates at their new wave vectors, the exchange spectra within each star, the invariance of $X$ under a common operation, and the little-group reduction to 310 pairs. On a smaller mesh with a Gaussian interaction, the reduced formula agrees with direct real-space integration of the squared density matrix, both giving −29.3096 eV. The output also shows errors of +6.80 eV without translation phases, +3.09 eV without conjugation, and −18.91 eV with wedge weights in both sums. A last group of assertions checks the orthogonal pairing of orbitals at one point of the zone face and the loss of symmetry on a shifted mesh.

## Program and output

```python
"""
Symmetry reduction of the double k sum in the exchange energy of a crystal.

Result under test (atomic units, energy per cell, N mesh points):
  E_x = -(1/N^2) sum_{k in wedge} w_k sum_{q in full mesh} X(k,q)
  X(k,q) = (1/Omega) sum_{nm} f_nk f_mq sum_G v(k-q+G) |rho_nk,mq(G)|^2
w_k: points in the star of k; f: occupation from 0 to 1; v: interaction;
rho(G) = sum_G' conj(c_mq(G')) c_nk(G'+G); Omega: cell volume.
Inner orbitals come from wedge orbitals. For r -> S r + t and p = q + G:
  c'(S p) = exp(-i S p.t) c(p);  time reversal: c'(-p) = conj(c(p)).
Positions x and wave vectors kappa are in lattice coordinates, so that
k.r = 2 pi kappa.x, and a rotation x -> W x acts as kappa -> kappa W^-1.
"""
import itertools
from types import SimpleNamespace
import numpy as np
from scipy import constants, fft, optimize
from scipy.special import expit

BOHR = constants.value("Bohr radius") * 1e10
HARTREE = constants.value("Hartree energy in eV")

# Model parameters in angstrom and eV
A_LAT, C_LAT, U_POLAR = 3.0, 5.0, 0.375
DEPTH_A, DEPTH_B, WELL_WIDTH = 50.0, 20.0, 0.5
CUTOFF_EV, KT_EV, OMEGA_SCREEN = 80.0, 0.2, 0.2
ELECTRONS = 6
MESH = np.array([4, 4, 4])
SMALL_MESH = np.array([2, 2, 3])
GAUSS_WIDTH = 0.8
OCC_CUT = 1e-10
LEVELS_KEPT = 16

cell = np.array([[A_LAT, 0, 0],
                 [-A_LAT / 2, A_LAT * np.sqrt(3) / 2, 0],
                 [0, 0, C_LAT]]) / BOHR
recip = 2 * np.pi * np.linalg.inv(cell).T
volume = abs(np.linalg.det(cell))
cutoff, kT = CUTOFF_EV / HARTREE, KT_EV / HARTREE
sigma = WELL_WIDTH / BOHR
atoms = [(np.array([1 / 3, 2 / 3, 0.0]), DEPTH_A),
         (np.array([2 / 3, 1 / 3, 0.5]), DEPTH_A),
         (np.array([1 / 3, 2 / 3, U_POLAR]), DEPTH_B),
         (np.array([2 / 3, 1 / 3, 0.5 + U_POLAR]), DEPTH_B)]

# The grid holds every Fourier component of a pair density without aliasing.
p_max = np.sqrt(2 * cutoff)
GRID = np.array([fft.next_fast_len(
    int(4 * p_max * np.linalg.norm(v) / (2 * np.pi)) + 1) for v in cell])
GRID_INDEX = np.array(list(np.ndindex(*GRID)))
G_BOX = np.array(list(itertools.product(range(-5, 6), range(-5, 6),
                                        range(-7, 8))))


def find_space_group():
    """Find all operations x -> W x + t that map the atoms onto themselves."""
    metric = cell @ cell.T
    trial = np.array(list(itertools.product((-1, 0, 1), repeat=9)))
    trial = trial.reshape(-1, 3, 3)
    changed = np.transpose(trial, (0, 2, 1)) @ metric @ trial
    good = np.abs(changed - metric).max(axis=(1, 2)) < 1e-8
    found = []
    for W in trial[good]:
        for target, depth in atoms:
            if depth != atoms[0][1]:
                continue
            t = np.round(target - W @ atoms[0][0], 9) % 1
            mapped = True
            for x, d in atoms:
                diffs = [W @ x + t - y for y, dy in atoms if dy == d]
                mapped &= any(np.abs(z - np.rint(z)).max() < 1e-6
                              for z in diffs)
            if mapped:
                found.append((W, t))
    found.sort(key=lambda op: np.abs(op[0] - np.eye(3)).sum())
    return [SimpleNamespace(W=W, Winv=np.rint(np.linalg.inv(W)), t=t,
                            anti=anti)
            for anti in (False, True) for W, t in found]


OPS = find_space_group()
N_SPATIAL = len(OPS) // 2


def mesh_points(mesh):
    return np.array(list(np.ndindex(*mesh))) / mesh


def rotate_k(kappa, op):
    return (-1 if op.anti else 1) * (kappa @ op.Winv)


def image_table(kappas, mesh, ops):
    """Entry [operation, point] is the mesh index of the image point."""
    table = []
    for op in ops:
        steps = rotate_k(kappas, op) * mesh
        whole = np.rint(steps).astype(int)
        assert np.allclose(steps, whole, atol=1e-9)
        table.append(np.ravel_multi_index(tuple((whole % mesh).T),
                                          tuple(mesh)))
    return np.array(table)


def find_wedge(table):
    n = table.shape[1]
    owner, via, wedge = -np.ones(n, int), np.zeros(n, int), []
    for i in range(n):
        if owner[i] >= 0:
            continue
        wedge.append(i)
        for number, j in enumerate(table[:, i]):
            if owner[j] < 0:
                owner[j], via[j] = i, number
    return np.array(wedge), owner, via


def hamiltonian(kappa):
    kinetic = 0.5 * np.sum(((G_BOX + kappa) @ recip) ** 2, axis=1)
    keep = kinetic < cutoff
    G = G_BOX[keep]
    dG = G[:, None] - G[None]
    shape = np.exp(-0.5 * sigma**2 * np.sum((dG @ recip) ** 2, axis=-1))
    shape = shape * (2 * np.pi * sigma**2) ** 1.5 / volume
    structure = sum(d / HARTREE * np.exp(-2j * np.pi * (dG @ x))
                    for x, d in atoms)
    return G, np.diag(kinetic[keep]) - shape * structure


def occupied_states(kappas, weights):
    """Diagonalize at the given points and fill with Fermi-Dirac factors."""
    solved = []
    for kappa in kappas:
        G, H = hamiltonian(kappa)
        e, c = np.linalg.eigh(H)
        solved.append((G, e[:LEVELS_KEPT], c[:, :LEVELS_KEPT]))
    levels = np.array([s[1] for s in solved])

    def excess(mu):
        return weights @ expit((mu - levels) / kT).sum(axis=1) - ELECTRONS / 2

    mu = optimize.brentq(excess, levels.min(), levels.max(),
                         xtol=1e-15, rtol=1e-15)
    states = []
    for G, e, c in solved:
        f = expit((mu - e) / kT)
        assert f[-1] < OCC_CUT
        keep = f > OCC_CUT
        states.append(SimpleNamespace(G=G, e=e[keep], c=c[:, keep], f=f[keep]))
    return states, mu


def to_box(G, c):
    box = np.zeros((c.shape[1], *GRID), complex)
    box[(slice(None), *(G % GRID).T)] = c.T
    return box


def to_grid(G, c):
    return fft.ifftn(to_box(G, c), axes=(1, 2, 3), norm="forward")


def transform(kappa, G, c, op, target, use_phase=True, use_conj=True):
    """Generate the orbitals at the mesh point target from those at kappa."""
    p = (G + kappa) @ op.Winv
    if use_phase:
        c = c * np.exp(-2j * np.pi * (p @ op.t))[:, None]
    if op.anti:
        p = -p
        c = c.conj() if use_conj else c
    return np.rint(p - target).astype(int), c


def screened_kernel(p2):
    """Fourier transform of erfc(omega r)/r, finite at p = 0."""
    omega = OMEGA_SCREEN * BOHR
    x = np.maximum(p2 / (4 * omega**2), 1e-14)
    return np.pi / omega**2 * (-np.expm1(-x) / x)


def gauss_kernel(p2):
    """Fourier transform of exp(-r^2/(2 s^2)) with height one hartree."""
    s = GAUSS_WIDTH / BOHR
    return (2 * np.pi * s**2) ** 1.5 * np.exp(-0.5 * p2 * s**2)


def pair_matrix(kappa_k, u_k, kappa_q, u_q, f_q, kernel):
    """Matrix over bands at k of the (positive) exchange with orbitals at q."""
    p = GRID_INDEX + (kappa_k - kappa_q)
    p = p - GRID * np.rint(p / GRID)
    v = kernel(np.sum((p @ recip) ** 2, axis=1))
    rho = fft.fftn(u_k[:, None] * u_q.conj()[None], axes=(2, 3, 4),
                   norm="forward").reshape(len(u_k), len(u_q), -1)
    left = (rho.conj() * (f_q[:, None] * v)).reshape(len(u_k), -1)
    return left @ rho.reshape(len(u_k), -1).T / volume


def reduced_exchange(mesh, kernel, use_phase=True, use_conj=True):
    """Outer sum over the wedge; inner orbitals generated by symmetry."""
    kappas = mesh_points(mesh)
    n = len(kappas)
    wedge, owner, via = find_wedge(image_table(kappas, mesh, OPS))
    star = np.array([np.sum(owner == i) for i in wedge])
    states, mu = occupied_states(kappas[wedge], star / n)
    source = dict(zip(wedge, states))
    inner, residual = [], 0.0
    for q in range(n):
        s = source[owner[q]]
        G, c = transform(kappas[owner[q]], s.G, s.c, OPS[via[q]], kappas[q],
                         use_phase, use_conj)
        inner.append((to_grid(G, c), s.f))
        G_direct, H = hamiltonian(kappas[q])
        c_sorted = to_box(G, c)[(slice(None), *(G_direct % GRID).T)].T
        residual = max(residual, np.abs(H @ c_sorted - c_sorted * s.e).max())
    energy, spectra = 0.0, {}
    for i, s, w in zip(wedge, states, star):
        u = to_grid(s.G, s.c)
        fock = sum(pair_matrix(kappas[i], u, kappas[q], u_q, f_q, kernel)
                   for q, (u_q, f_q) in enumerate(inner)) / n
        energy -= w / n * np.sum(s.f * np.diag(fock).real)
        spectra[i] = np.linalg.eigvalsh(fock)
    return SimpleNamespace(energy=energy, spectra=spectra, mu=mu, wedge=wedge,
                           owner=owner, via=via, star=star, residual=residual)


def full_exchange(mesh, kernel):
    """Unreduced double sum; every mesh point is diagonalized on its own."""
    kappas = mesh_points(mesh)
    n = len(kappas)
    states, mu = occupied_states(kappas, np.ones(n) / n)
    grids = [to_grid(s.G, s.c) for s in states]
    X, spectra = np.zeros((n, n)), []
    for k in range(n):
        fock = 0
        for q in range(n):
            K = pair_matrix(kappas[k], grids[k], kappas[q], grids[q],
                            states[q].f, kernel)
            X[k, q] = np.sum(states[k].f * np.diag(K).real)
            fock = fock + K / n
        spectra.append(np.linalg.eigvalsh(fock))
    return SimpleNamespace(energy=-X.sum() / n**2, X=X, spectra=spectra,
                           mu=mu, states=states)


def exchange_from_density_matrix(mesh):
    """Real-space -1/4 int int |gamma|^2 v for the Gaussian interaction."""
    kappas = mesh_points(mesh)
    n = len(kappas)
    states, _ = occupied_states(kappas, np.ones(n) / n)
    size = GRID * mesh
    points = np.moveaxis(np.indices(tuple(size)), 0, -1)
    waves = []
    for kappa, s in zip(kappas, states):
        bloch = np.exp(2j * np.pi * ((points / GRID) @ kappa))
        waves.append(np.tile(to_grid(s.G, s.c), (1, *mesh)) * bloch)
    waves = np.concatenate(waves) / np.sqrt(volume)
    occ = np.concatenate([s.f for s in states])
    d = points / size
    d = d - np.rint(d)
    interaction = np.zeros(tuple(size))
    for shift in itertools.product(range(-2, 3), range(-2, 3), range(-1, 2)):
        r = ((d + np.array(shift)) * mesh) @ cell
        interaction += np.exp(-0.5 * np.sum(r**2, axis=-1)
                              / (GAUSS_WIDTH / BOHR) ** 2)
    columns = waves.reshape(len(waves), -1).conj()
    j1 = np.arange(size[0])[None, None, :, None, None]
    j2 = np.arange(size[1])[None, None, None, :, None]
    j3 = np.arange(size[2])[None, None, None, None, :]
    i2 = np.arange(GRID[1])[:, None, None, None, None]
    i3 = np.arange(GRID[2])[None, :, None, None, None]
    total = 0.0
    for i1 in range(GRID[0]):
        rows = waves[:, i1, :GRID[1], :GRID[2]].reshape(len(waves), -1)
        gamma = 2 / n * ((rows.T * occ) @ columns)
        v = interaction[(j1 - i1) % size[0], (j2 - i2) % size[1],
                        (j3 - i3) % size[2]]
        total += np.sum(np.abs(gamma) ** 2 * v.reshape(gamma.shape))
    return -0.25 * total * (volume / np.prod(GRID)) ** 2


# Main comparison: reduced sum against the independent full double sum
kappas = mesh_points(MESH)
n_k = len(kappas)
table = image_table(kappas, MESH, OPS)
full = full_exchange(MESH, screened_kernel)
red = reduced_exchange(MESH, screened_kernel)
difference = abs(full.energy - red.energy) * HARTREE
assert difference < 1e-7
assert abs(full.mu - red.mu) * HARTREE < 1e-8
assert red.residual * HARTREE < 1e-8
spectrum_error = max(np.abs(full.spectra[k] - red.spectra[red.owner[k]]).max()
                     for k in range(n_k)) * HARTREE
assert spectrum_error < 1e-7

# A common operation preserves X; an operation on one index does not
both_change = max(np.abs(full.X[np.ix_(g, g)] - full.X).max()
                  for g in table) * HARTREE
one_change = max(np.abs(full.X[g] - full.X).max() for g in table) * HARTREE
assert both_change < 1e-6 and one_change > 1e-2

# Further reduction of the inner sum by the little group of each wedge point
little_counts, little_energy = [], 0.0
for i, w in zip(red.wedge, red.star):
    little_group = table[table[:, i] == i]
    inner_q, size_q = np.unique(little_group.min(axis=0), return_counts=True)
    little_counts.append(len(inner_q))
    little_energy -= w * np.sum(size_q * full.X[i, inner_q]) / n_k**2
codes = np.min([g[:, None] * n_k + g[None, :] for g in table], axis=0)
pair_orbits = len(np.unique(codes))
assert pair_orbits == sum(little_counts)
assert abs(little_energy - full.energy) * HARTREE < 1e-7

# Consequences of leaving out an ingredient
no_phase = reduced_exchange(MESH, screened_kernel, use_phase=False)
no_conj = reduced_exchange(MESH, screened_kernel, use_conj=False)
X_wedge = full.X[np.ix_(red.wedge, red.wedge)]
double_wedge = -(red.star @ X_wedge @ red.star) / n_k**2
errors = [(e - full.energy) * HARTREE
          for e in (no_phase.energy, no_conj.energy, double_wedge)]
assert min(abs(e) for e in errors) > 1e-4

# Definition of exchange in real space against the reduced formula
real_space = exchange_from_density_matrix(SMALL_MESH)
small = reduced_exchange(SMALL_MESH, gauss_kernel)
assert abs(real_space - small.energy) < 1e-8 * abs(real_space)

# On the zone face, screw times time reversal pairs orthogonal orbitals
face = np.array([0.25, 0.0, 0.5])
screw = next(op for op in OPS
             if op.anti and np.array_equal(op.W, np.diag([-1, -1, 1])))
G_face, H_face = hamiltonian(face)
e_face, c_face = np.linalg.eigh(H_face)
G_new, c_new = transform(face, G_face, c_face[:, :4], screw, face)
overlap = (to_box(G_face, c_face[:, :4]).reshape(4, -1).conj()
           @ to_box(G_new, c_new).reshape(4, -1).T)
kept3 = np.sum(np.abs(overlap[:3, :3]) ** 2)
kept4 = np.sum(np.abs(overlap) ** 2)
assert abs(kept3 - 2) < 1e-7 and abs(kept4 - 4) < 1e-7

# A mesh shifted by half a step in the plane loses part of the symmetry
shift = np.array([0.5, 0.5, 0.0]) / MESH
preserved = 0
for op in OPS:
    steps = (rotate_k(kappas + shift, op) - shift) * MESH
    preserved += bool(np.allclose(steps, np.rint(steps), atol=1e-9))
assert preserved < len(OPS)

partial = sum(int(np.sum((s.f > 0.01) & (s.f < 0.99))) for s in full.states)
assert partial > 0
wedge_no_tr = len(find_wedge(table[:N_SPATIAL])[0])
n_translation = sum(bool(op.t.any()) for op in OPS[:N_SPATIAL])

# One generated point that needs both a translation phase and folding
sample = next(q for q in range(n_k)
              if OPS[red.via[q]].t.any() and not OPS[red.via[q]].anti
              and np.rint(rotate_k(kappas[red.owner[q]], OPS[red.via[q]])
                          - kappas[q]).any())
op = OPS[red.via[sample]]
start = kappas[red.owner[sample]]
raw = rotate_k(start, op)
fold = np.rint(raw - kappas[sample]).astype(int)
angles = [(-360 * (((start + np.array(G)) @ op.Winv) @ op.t)) % 360
          for G in ((0, 0, 0), (0, 0, 1))]


def show(vector):
    return "(" + ", ".join(f"{x + 0.0:.3g}" for x in vector) + ")"


print(f"lattice a, c: {A_LAT}, {C_LAT} angstrom; polar shift u = {U_POLAR}")
for x, depth in atoms:
    print(f"well at {show(x)} lattice units, depth {depth} eV")
print(f"well width {WELL_WIDTH} angstrom; electrons per cell {ELECTRONS}")
print(f"plane-wave cutoff {CUTOFF_EV} eV; kT {KT_EV} eV")
print(f"screening omega {OMEGA_SCREEN} 1/angstrom; FFT grid {GRID.tolist()}")
print(f"spatial operations {N_SPATIAL}, with translation {n_translation}")
print(f"mesh {MESH.tolist()}: {n_k} points, wedge {len(red.wedge)}, "
      f"without time reversal {wedge_no_tr}")
print(f"pairs: full {n_k**2}, wedge x full {len(red.wedge) * n_k}, "
      f"pair orbits {pair_orbits}")
print(f"Fermi level {full.mu * HARTREE:.4f} eV; "
      f"states with 0.01<f<0.99: {partial}")
print("wedge kappa | star size | little-group q count | "
      "-sum_q X(k,q)/N in eV")
for i, w, count in zip(red.wedge, red.star, little_counts):
    print(f"{show(kappas[i])} | {w} | {count} | "
          f"{-full.X[i].sum() / n_k * HARTREE:.5f}")
print(f"sample rotation: W = {op.W.tolist()}, t = {show(op.t)} lattice units")
print(f"sample kappa {show(start)} -> {show(raw)} = "
      f"{show(kappas[sample])} + G0, G0 = {fold.tolist()}")
print(f"sample phases for G=(0,0,0), (0,0,1): "
      f"{angles[0]:.1f}, {angles[1]:.1f} degrees")
print(f"E_x full double sum {full.energy * HARTREE:.8f} eV per cell")
print(f"E_x reduced sum     {red.energy * HARTREE:.8f} eV per cell")
print(f"E_x reduced sum     {red.energy:.8f} hartree per cell")
print(f"absolute difference {difference:.1e} eV")
print(f"largest residual of generated orbitals "
      f"{red.residual * HARTREE:.1e} eV")
print(f"largest exchange-spectrum difference in stars {spectrum_error:.1e} eV")
print(f"largest change of X, both indices rotated {both_change:.1e} eV")
print(f"largest change of X, one index rotated {one_change:.4f} eV")
print(f"error without translation phases {errors[0]:.5f} eV")
print(f"error without conjugation {errors[1]:.5f} eV")
print(f"error with wedge weights in both sums {errors[2]:.5f} eV")
print(f"Gaussian test: mesh {SMALL_MESH.tolist()}, width {GAUSS_WIDTH} "
      f"angstrom, height {HARTREE:.4f} eV")
print(f"Gaussian test, real-space integral {real_space * HARTREE:.8f} eV")
print(f"Gaussian test, reduced formula     {small.energy * HARTREE:.8f} eV")
print(f"levels 1-4 at kappa {show(face)}: "
      + ", ".join(f"{e * HARTREE:.4f}" for e in e_face[:4]) + " eV")
print(f"subspace weight kept by screw x time reversal: "
      f"3 bands {kept3:.6f}, 4 bands {kept4:.6f}")
print(f"operations preserving in-plane half-step shifted mesh: "
      f"{preserved} of {len(OPS)}")
print("PASS")
```

Output:

```
lattice a, c: 3.0, 5.0 angstrom; polar shift u = 0.375
well at (0.333, 0.667, 0) lattice units, depth 50.0 eV
well at (0.667, 0.333, 0.5) lattice units, depth 50.0 eV
well at (0.333, 0.667, 0.375) lattice units, depth 20.0 eV
well at (0.667, 0.333, 0.875) lattice units, depth 20.0 eV
well width 0.5 angstrom; electrons per cell 6
plane-wave cutoff 80.0 eV; kT 0.2 eV
screening omega 0.2 1/angstrom; FFT grid [9, 9, 15]
spatial operations 12, with translation 6
mesh [4, 4, 4]: 64 points, wedge 12, without time reversal 16
pairs: full 4096, wedge x full 768, pair orbits 310
Fermi level 1.8693 eV; states with 0.01<f<0.99: 77
wedge kappa | star size | little-group q count | -sum_q X(k,q)/N in eV
(0, 0, 0) | 1 | 12 | -34.07022
(0, 0, 0.25) | 2 | 16 | -33.20959
(0, 0, 0.5) | 1 | 12 | -27.21537
(0, 0.25, 0) | 6 | 30 | -33.45387
(0, 0.25, 0.25) | 12 | 40 | -31.00386
(0, 0.25, 0.5) | 6 | 30 | -27.09228
(0, 0.5, 0) | 3 | 21 | -34.31257
(0, 0.5, 0.25) | 6 | 28 | -38.42477
(0, 0.5, 0.5) | 3 | 21 | -40.01125
(0.25, 0.25, 0) | 6 | 30 | -31.68939
(0.25, 0.25, 0.25) | 12 | 40 | -34.46394
(0.25, 0.25, 0.5) | 6 | 30 | -38.45184
sample rotation: W = [[1, -1, 0], [0, -1, 0], [0, 0, 1]], t = (0, 0, 0.5) lattice units
sample kappa (0, 0.25, 0) -> (0, -0.25, 0) = (0, 0.75, 0) + G0, G0 = [0, -1, 0]
sample phases for G=(0,0,0), (0,0,1): 0.0, 180.0 degrees
E_x full double sum -33.60879238 eV per cell
E_x reduced sum     -33.60879238 eV per cell
E_x reduced sum     -1.23510034 hartree per cell
absolute difference 1.2e-14 eV
largest residual of generated orbitals 6.5e-14 eV
largest exchange-spectrum difference in stars 6.0e-14 eV
largest change of X, both indices rotated 3.0e-12 eV
largest change of X, one index rotated 107.0440 eV
error without translation phases 6.79648 eV
error without conjugation 3.09190 eV
error with wedge weights in both sums -18.90667 eV
Gaussian test: mesh [2, 2, 3], width 0.8 angstrom, height 27.2114 eV
Gaussian test, real-space integral -29.30957426 eV
Gaussian test, reduced formula     -29.30957426 eV
levels 1-4 at kappa (0.25, 0, 0.5): -8.4289, -8.4289, 3.1489, 3.1489 eV
subspace weight kept by screw x time reversal: 3 bands 2.000000, 4 bands 4.000000
operations preserving in-plane half-step shifted mesh: 8 of 24
PASS
```
